\section*{Exchange fringes in silicon-28 on silicon-28 Coulomb scattering}

\section{Problem}

A silicon-28 nucleus with laboratory energy $E=100$ keV meets a free silicon-28 nucleus at rest. The two repel each other by the unscreened Coulomb force. Both have spin 0 and are in the same internal state, and the detector accepts either particle. Show that the counting rate oscillates with angle, and that near $90^\circ$ in the centre-of-mass frame adjacent maxima are about $0.35^\circ$ apart. What is the spacing in the laboratory, and how far does it change when the nuclei carry their electrons?

The motion is non-relativistic: here $v^2/c^2=7.7\times10^{-6}$. Let $m$ be the mass of one particle, $\mu=m/2$ the reduced mass and $v$ the relative speed. Since the target is at rest, $v$ is the projectile's laboratory speed, so that
\begin{equation}
E=\tfrac12 mv^2,\qquad E_{\rm cm}=\tfrac12\mu v^2=\tfrac12E,\qquad k=\frac{\mu v}{\hbar}.
\end{equation}
Write the repulsion as $C/r$ with $C=Z^2e^2/(4\pi\varepsilon_0)$ and $Z=14$. In a head-on collision the particles turn back at the distance $d$ where $C/d=E_{\rm cm}$. Define also the Coulomb parameter
\begin{equation}
\eta=\frac{C}{\hbar v}.
\end{equation}
Because $C=E_{\rm cm}d=\tfrac12\mu v^2d$, it follows that $\eta=\mu vd/(2\hbar)=kd/2$. The numbers use the atomic mass, 27.977 u; leaving out the mass of the electrons would change $v$ and $k$ by 0.014\%, which alters the last digit quoted for $k$ and $\eta$ but leaves the spacing at $0.349^\circ$. For the stated energy,
\begin{equation}
v=8.305\times10^5\ \text{m/s},\quad k=182.93\ \text{pm}^{-1},\quad d=5.645\ \text{pm}.
\end{equation}

\section{First estimate by scaling}

A particle reaching the detector at $90^\circ$ may be the deflected projectile or the recoiling target. For identical particles these are two paths to one final state, and their amplitudes interfere. Two coherent paths a distance $D$ apart give fringes of angular width about $\lambda/D$, where $\lambda=2\pi/k$. The Coulomb problem at fixed energy has one classical length, $d$, and a large-angle collision must have $D$ of that order. Hence
\begin{equation}
\Delta\theta\sim\frac{2\pi}{kd}=\frac{2\pi}{182.93\times5.645}=0.0061\ \text{rad}\approx0.35^\circ .
\end{equation}
Scaling does not fix the numerical factor. The closest approach in a $90^\circ$ collision, 6.81 pm, is an equally plausible choice for $D$ and would give $0.29^\circ$. What the estimate does establish is the size, a few tenths of a degree, and the trend $\Delta\theta\propto\hbar v/C\propto\sqrt E/Z^2$.

\section{Exact solution}

\subsection{The Coulomb amplitude}

The relative wave function obeys $-(\hbar^2/2\mu)\nabla^2\psi+(C/r)\psi=E_{\rm cm}\psi$. Multiplying by $-2\mu/\hbar^2$ and using $2\mu C/\hbar^2=2\eta k$ gives
\begin{equation}
\nabla^2\psi+\left(k^2-\frac{2\eta k}{r}\right)\psi=0.
\end{equation}
Try $\psi=e^{ikz}g(\xi)$ with $\xi=r-z$. The derivatives needed are
\begin{equation}
\partial_z\xi=\frac zr-1=-\frac{\xi}{r},\qquad |\nabla\xi|^2=2-\frac{2z}{r}=\frac{2\xi}{r},\qquad \nabla^2\xi=\frac2r .
\end{equation}
Therefore
\begin{equation}
\nabla^2\psi=e^{ikz}\left[-k^2g+\frac2r\left(\xi g''+(1-ik\xi)g'\right)\right].
\end{equation}
The $k^2$ terms cancel, and multiplication by $r/2$ leaves $\xi g''+(1-ik\xi)g'-\eta kg=0$. With $w=ik\xi$ and division by $ik$ this becomes
\begin{equation}
w\frac{d^2g}{dw^2}+(1-w)\frac{dg}{dw}-ag=0,\qquad a=-i\eta .
\end{equation}
The solution regular at $w=0$ is the series $M(w)=\sum_n (a)_nw^n/(n!)^2$, where $(a)_n=a(a+1)\cdots(a+n-1)$. It has the integral form
\begin{equation}
M(w)=\frac1{2\pi i}\oint e^{wt}\,t^{a-1}(t-1)^{-a}\,dt ,
\end{equation}
taken anticlockwise around both $t=0$ and $t=1$. To see this, expand $t^{a-1}(t-1)^{-a}=\sum_n(a)_nt^{-n-1}/n!$ on a large circle and pick out the residues $w^n/n!$.

Far from the target $w=i|w|$ is large, and $e^{wt}$ decays as $t\to+i\infty$. The top of the contour can be pulled up to $+i\infty$, and its lower part can be raised between the two branch points. Two loops remain, each coming down from $+i\infty$, passing under one branch point and returning. The branch cuts run upwards, with the arguments of $t$ and $t-1$ between $-3\pi/2$ and $\pi/2$. Each loop is evaluated with Hankel's formula $1/\Gamma(s)=(2\pi i)^{-1}\int e^uu^{-s}du$:
\begin{itemize}
\item Near $t=0$ put $t=u/w$. There $t-1=e^{-i\pi}$, so the loop gives $e^{i\pi a}w^{-a}/\Gamma(1-a)$.
\item Near $t=1$ put $t=1+u/w$. There $t^{a-1}\to1$, so the loop gives $e^ww^{a-1}/\Gamma(a)$.
\end{itemize}
Now insert $a=-i\eta$ and $w=e^{i\pi/2}k\xi$. The first term has the factor $e^{\pi\eta}e^{-\pi\eta/2}=e^{\pi\eta/2}$, and the second has $-ie^{\pi\eta/2}$. To leading order at large distance,
\begin{equation}
\psi\to\frac{e^{\pi\eta/2}}{\Gamma(1+i\eta)}\left[e^{ikz+i\eta\ln k\xi}-i\,\frac{\Gamma(1+i\eta)}{\Gamma(-i\eta)}\,\frac{e^{ikr-i\eta\ln k\xi}}{k\xi}\right].
\end{equation}
The first term in the bracket is the incident wave, which the long-range force distorts by a logarithmic phase. Each term is the leading one for its own exponential, and the form requires $k\xi\gg\eta^2$. The incident wave carries a further factor $1+\eta^2/(ik\xi)+\dots$, whose correction is $\eta$ times larger in modulus than the second term, but it varies as $e^{ikz}$ and is not part of the outgoing spherical wave. In the second, use $\Gamma(-i\eta)=\Gamma(1-i\eta)/(-i\eta)$ and write $\Gamma(1+i\eta)/\Gamma(1-i\eta)=e^{2i\sigma_0}$, where $\sigma_0=\arg\Gamma(1+i\eta)$. The prefactor is then $(-i)(-i\eta)e^{2i\sigma_0}=-\eta e^{2i\sigma_0}$. Since $k\xi=kr(1-\cos\theta)=2kr\sin^2(\theta/2)$, the second term equals $f(\theta)\,e^{i(kr-\eta\ln2kr)}/r$ with
\begin{equation}
f(\theta)=-\frac{\eta}{2k\sin^2(\theta/2)}\exp\left[-i\eta\ln\sin^2\frac\theta2+2i\sigma_0\right].
\end{equation}

\subsection{Exchange}

Exchanging the particles reverses the relative position, which turns $\theta$ into $\pi-\theta$ and leaves $r$ unchanged. For two spin-0 bosons the wave function is $[\psi(\mathbf r)+\psi(-\mathbf r)]/\sqrt2$. The rate for the relative vector to point at the detector is therefore $\tfrac12|f(\theta)+f(\pi-\theta)|^2$. The detector also responds when the other particle arrives, that is, when the relative vector points the opposite way, and this has the same rate. The sum is
\begin{equation}
\frac{d\sigma}{d\Omega}=|f(\theta)+f(\pi-\theta)|^2 .
\end{equation}
The two amplitudes have moduli $(d/4)/\sin^2(\theta/2)$ and $(d/4)/\cos^2(\theta/2)$, because $\eta/(2k)=d/4$. Their phases differ by $-\eta\ln\tan^2(\theta/2)$. Hence
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{d^2}{16}\left[\frac1{\sin^4(\theta/2)}+\frac1{\cos^4(\theta/2)}+\frac{2\cos\Phi}{\sin^2(\theta/2)\cos^2(\theta/2)}\right],
\end{equation}
\begin{equation}
\Phi=2\eta\ln\tan\frac\theta2 .
\end{equation}
For distinguishable particles the rates add instead of the amplitudes. The term in $\cos\Phi$ is then absent, and so are the fringes.

At $90^\circ$, $\sin^2(\theta/2)=\cos^2(\theta/2)=\tfrac12$ and $\Phi=0$. The bracket is $4+4+8=16$, so $d\sigma/d\Omega=d^2=31.9\ \text{pm}^2/\text{sr}$. This is twice the value for distinguishable particles, $d^2/2=15.9\ \text{pm}^2/\text{sr}$.

\subsection{The spacing}

The derivative of the phase is
\begin{equation}
\frac{d\Phi}{d\theta}=2\eta\,\frac{1}{2\cos^2(\theta/2)\tan(\theta/2)}=\frac{2\eta}{\sin\theta}.
\end{equation}
One fringe is a change of $2\pi$ in $\Phi$. When $\sin\theta$ varies little over a fringe, the local spacing is
\begin{equation}
\Delta\theta=\frac{\pi}{\eta}\sin\theta .
\end{equation}
With $\eta=kd/2=182.93\times5.645/2=516.3$, the spacing near $90^\circ$ is
\begin{equation}
\Delta\theta=\frac{\pi}{516.3}=0.006085\ \text{rad}=0.349^\circ ,
\end{equation}
which is the value to be shown.

Two small corrections were dropped. First, $\sin\theta$ is not constant. With $x=\theta-\pi/2$ and $y=\Phi/(2\eta)$, the derivative above reads $dx/dy=\cos x\approx1-x^2/2$, so $x\approx y-y^3/6$. The first maximum beside the centre has $y=\pi/\eta$, and the relative correction to its position is $(\pi/\eta)^2/6\approx6\times10^{-6}$.

Second, the factors multiplying the cosine vary with angle and displace the maxima. Using $\sin^2(\theta/2)\cos^2(\theta/2)=\tfrac14\sin^2\theta$, the bracket in the cross section becomes
\begin{equation}
\frac{16-8\sin^2\theta}{\sin^4\theta}+\frac{8\cos\Phi}{\sin^2\theta}\approx 8+24x^2+8(1+x^2)\cos\Phi .
\end{equation}
Close to a maximum at $x_n$, put $x=x_n+\delta$ and $\cos\Phi\approx1-2\eta^2\delta^2$. Setting the derivative to zero gives $64x_n-32\eta^2\delta=0$, so $\delta/x_n=2/\eta^2\approx8\times10^{-6}$. Both corrections are far below the digits quoted.

The cross section can also be summed directly from partial waves with the Coulomb phase shifts $\arg\Gamma(l+1+i\eta)$. Exchange symmetry retains even $l$, since $P_l(-\cos\theta)=(-1)^lP_l(\cos\theta)$. The sum was taken to $l=8000$, with a smooth cut-off centred at $l=4000$. Between $88.5^\circ$ and $91.5^\circ$ it differs from the closed formula by at most $4\times10^{-12}$ of the largest cross section in that range. Its maxima lie at $89.651^\circ$, $90.000^\circ$, $90.349^\circ$ and $90.697^\circ$.

\subsection{Laboratory angle}

The centre of mass moves forward at $v/2$, and after an elastic collision each particle has speed $v/2$ relative to it. The laboratory angle $\psi$ therefore satisfies
\begin{equation}
\tan\psi=\frac{\sin\theta}{1+\cos\theta}=\tan\frac\theta2 ,
\end{equation}
so $\psi=\theta/2$. The fringes appear around $45^\circ$ with a spacing of $0.174^\circ$.

\subsection{Away from ninety degrees, and small $\eta$}

At $\theta=60^\circ$ the spacing is $0.3486^\circ\times\sin60^\circ=0.302^\circ$. The partial-wave sum gives the same value, averaged over the fringes between $59.3^\circ$ and $60.7^\circ$. The fringes are also weaker there. The ratio of the oscillating term to the steady one is
\begin{equation}
\frac{2\sin^2(\theta/2)\cos^2(\theta/2)}{\sin^4(\theta/2)+\cos^4(\theta/2)} ,
\end{equation}
which is 1 at $90^\circ$ and $0.375/0.625=0.6$ at $60^\circ$, because the two paths no longer have equal weight.

A pattern of many narrow fringes needs $\pi/\eta\ll\pi$, that is $\eta\gg1$. When $\eta$ is small, $\Phi$ hardly changes over the middle range of angles, and exchange raises the cross section there without oscillation. In the opposite limit, $\hbar\to0$ at fixed $v$, the fringes become infinitely fine. Any detector of finite width then averages $\cos\Phi$ to zero and records the classical sum of projectiles and recoils.

\section{Comparison of the two results}

The estimate $2\pi/(kd)$ and the exact $\pi/\eta$ are the same expression, since $\eta=kd/2$. The classical orbit shows why the choice $D=d$ succeeds.

Let $b$ be the impact parameter, and measure the polar angle $\varphi$ from the symmetry axis of the orbit. The momentum $p=\mu v$ changes by $2p\sin(\theta/2)$ along this axis. With $L=pb=\mu r^2\dot\varphi$, the impulse is
\begin{equation}
\int\frac{C\cos\varphi}{r^2}\,dt=\frac{\mu C}{L}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi=\frac{2\mu C}{pb}\cos\frac\theta2 .
\end{equation}
Equating the two and using $\mu C/p^2=C/(2E_{\rm cm})=d/2$ gives
\begin{equation}
b=\frac d2\cot\frac\theta2 ,
\end{equation}
so $b_{90}=d/2=2.822$ pm. At $90^\circ$ the outgoing lines of the two paths are parallel and pass the centre on opposite sides, each at distance $b_{90}$. Their separation is $2b_{90}=d$. The closest approach, 6.81 pm, is a property of the orbit near its turning point and does not set the separation of the outgoing lines. Using it would make the spacing 17\% too small.

The same reading extends to other repulsive forces. For large $l$ and angles away from $0$ and $\pi$, $P_l(\cos\theta)$ oscillates as $\cos(\lambda\theta-\pi/4)$ with $\lambda=l+\tfrac12$. The partial-wave sum is then dominated by the $\lambda$ at which the phase $A=2\delta(\lambda)-\lambda\theta$ is stationary, where $\delta$ is the phase shift. The condition $2\,d\delta/d\lambda=\theta$ selects the classical orbit with $\lambda=kb$. Because $A$ is stationary in $\lambda$, its derivative with respect to $\theta$ is just $-kb(\theta)$. The exchanged path contributes $+kb(\pi-\theta)$. Near $90^\circ$ their phase difference changes at the rate $2kb_{90}$, so
\begin{equation}
\Delta\theta=\frac{\pi}{kb_{90}} .
\end{equation}
This semiclassical result assumes $kb_{90}\gg1$ and a single orbit for each angle.

\section{Real silicon atoms}

Silicon ions implanted into silicon at 100 keV are not bare nuclei, and the target atoms carry their electrons too. The Ziegler--Biersack--Littmark universal potential, an approximate interatomic repulsion, has a screening length of 12.8 pm for this pair. The closest approach is not small beside that, so screening matters. It lowers $b_{90}$ from 2.822 to 2.205 pm, and
\begin{equation}
\Delta\theta=\frac{180^\circ}{182.93\times2.205}=0.446^\circ .
\end{equation}
A partial-wave sum with semiclassical phase shifts for this potential, built from the same classical deflection function, also gives $0.446^\circ$. Both calculations treat the partners as identical spin-0 particles, so they apply to two atoms that start in the same electronic state and do not change it. For an ion striking a neutral atom, the exchanged path also involves electron transfer, which this potential does not describe. In this model the spacing is 28\% larger than the bare Coulomb value, and in the laboratory it grows from $0.17^\circ$ to about $0.22^\circ$. The third digit depends on the potential: the Kr--C and Moli\`ere screening functions give values from $0.438^\circ$ to $0.456^\circ$, an increase of about 25 to 31\%. The figure of $0.35^\circ$ thus belongs to the unscreened problem and is not a prediction for an implanted wafer.

Two further effects reduce the visibility. The first is motion of the target. Let it move with velocity $u$ along the beam. The centre of mass then moves at $(v+u)/2$, and a particle leaving at $90^\circ$ has transverse speed $(v-u)/2$. The central fringe lies at $\tan\psi=(v-u)/(v+u)$, a shift of $u/v$ to first order. A velocity $u_\perp$ across the beam in the scattering plane gives both components of the outgoing velocity the value $(v+u_\perp)/2$ and leaves the fringe at $45^\circ$. A velocity out of the plane has no first-order effect, because reflection in the plane reverses it without changing $\psi$.

For a classical thermal distribution at 300 K the rms value of $u$ is 299 m/s, which blurs the laboratory angle by $0.021^\circ$. In units of the fringe phase the shift is $2\pi(u/v)/(\pi/2\eta)=4\eta u/v$, with rms value 0.742. The Gaussian average of its cosine is
\begin{equation}
e^{-0.742^2/2}=0.76 ,
\end{equation}
the factor by which the central oscillation is reduced. With the screened spacing it is 0.85. In a crystal 300 K lies below the Debye temperature, about 645 K, and zero-point motion adds to the blur. A Debye model gives the kinetic energy of a classical gas at about 366 K and lowers the two factors to about 0.7 and 0.8.

The second effect is electronic energy loss. If the collision transfers an energy $Q$ to the electrons, the relative speed afterwards is $v\sqrt{1-Q/E_{\rm cm}}$, and the $90^\circ$ direction appears at $\tan\psi=\sqrt{1-Q/E_{\rm cm}}$. For small $Q$ the shift is $Q/(4E_{\rm cm})$. It equals one laboratory fringe, $\pi/(2\eta)$, when
\begin{equation}
Q\approx\frac{2\pi E_{\rm cm}}{\eta}=\frac{2\pi\times50\ \text{keV}}{516.3}\approx0.61\ \text{keV}.
\end{equation}
With the screened spacing the loss is about 0.8 keV. Firsov's rough estimate of the mean electronic loss at this speed, 0.38 atomic units, and a closest approach of 4.8 pm is about 0.7 keV. This is of the same size, so a collision that leaves the electrons unchanged is not the typical one. If the losses are spread over such a range and are not resolved, the fringes largely wash out. Seeing the fringes computed here would therefore call for a target no more than a few atomic layers thick (in this potential the free path in silicon for a laboratory deflection above $0.1^\circ$ is 0.5 to 0.8 nm), one isotope, partners that start in the same electronic state, an angular resolution well below $0.2^\circ$ and selection of the final energy and charge state. In a quantity that averages over many fringes with a smooth weight, the $\cos\Phi$ term nearly cancels. Exchange can then be left out, and the rates of projectiles and recoils simply add. The values used here are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Nuclear charge number Z: 14
Silicon-28 atomic mass: 27.97693 u
Laboratory energy: 100.0 keV
Centre-of-mass energy: 50.0 keV
Relative speed v: 8.3051e+05 m/s
Relativity measure v^2/c^2: 7.67e-06
Relative wave number k: 182.93 1/pm
Head-on closest approach d: 5.6447 pm
Coulomb parameter eta: 516.29
Fringe spacing pi/eta: 0.006085 rad
Fringe spacing pi/eta: 0.3486 deg (CM)
Spacing from partial waves: 0.3486 deg
Laboratory spacing near 45 deg: 0.1743 deg
Partial-wave peak n=-1: 89.6514 deg
Partial-wave peak n=0: 90.0000 deg
Partial-wave peak n=1: 90.3486 deg
Partial-wave peak n=2: 90.6973 deg
Mean spacing near 60 deg: 0.3022 deg (CM)
Identical, 90 deg: 31.862 pm^2/sr
Distinguishable, 90 deg: 15.931 pm^2/sr
Largest relative error, identical: 4.0e-12
Largest relative error, distinguishable: 2.6e-12
Bare impact parameter for 90 deg: 2.8223 pm
Bare closest approach at 90 deg: 6.814 pm
Universal screening length: 12.767 pm
Screened impact parameter for 90 deg: 2.2050 pm
Screened closest approach at 90 deg: 4.832 pm
Screened spacing, classical path: 0.4462 deg (CM)
Screened spacing, partial waves: 0.4462 deg (CM)
Screened/bare spacing ratio: 1.280
Target temperature: 300 K
Thermal speed, one component: 298.6 m/s
Thermal lab-angle blur (rms): 0.0206 deg
Thermal contrast factor, bare: 0.759
Thermal contrast factor, screened: 0.845
Loss shifting one fringe, bare: 605 eV
Loss shifting one fringe, screened: 773 eV
\end{verbatim}
